# The third-order gap between three-dimensional two-phase Hashin-Shtrikman bounds, part 1

(Sections cited here and not found follow in the second part.)

## 1. From symmetry to two attainable permittivities

### What symmetry fixes before any boundary-value problem

A dielectric is made of two phases. Phase 1 has relative permittivity $k$, and phase 2 has relative permittivity $k+d$ and fills the volume fraction $f$. Both permittivities are real and positive, the response is linear, and fields vary slowly enough to be electrostatic. The composite is much larger than its grains and is statistically isotropic or has cubic symmetry. Its effective relative permittivity is $k^*$; absolute permittivities follow on multiplying by $\epsilon_0$.

Suppose that only $k$, $d$ and $f$ are known. The geometry is free, so $k^*$ lies in a range. How wide is that range when the contrast $d$ is small?

Dimensional analysis gives the first restriction. Multiplying both permittivities by one number multiplies $k^*$ by the same number. The width of the range therefore has the form $k\,g(d/k,f)$, and a leading term of order $d^n$ must be $c(f)\,d^n/k^{n-1}$. The width vanishes at $f=0$ and $f=1$, where one phase is left.

Isotropy restricts $n$. Let $\chi(\mathbf r)$ be 1 in phase 2 and 0 in phase 1, so that the local permittivity is $\kappa=k+d\chi$. I use a periodic cell, with a random medium understood as the limit of a large cell. Angle brackets denote cell averages, and

$$
\chi(\mathbf r)=\sum_{\mathbf q}\chi_{\mathbf q}e^{i\mathbf q\cdot\mathbf r},\qquad \langle\chi\rangle=f .
$$

The mean field is a unit vector $\mathbf n$; by linearity its strength does not matter. Write $\mathbf E=\mathbf n+\mathbf e$ with $\langle\mathbf e\rangle=0$. Since $\mathbf e$ is minus the gradient of a periodic potential, each Fourier component is parallel to $\mathbf q$: $\mathbf e_{\mathbf q}=\hat{\mathbf q}\gamma_{\mathbf q}$. To first order in $d$, the condition $\nabla\cdot(\kappa\mathbf E)=0$ reads

$$
\mathbf q\cdot\left(k\,\mathbf e_{\mathbf q}+d\,\chi_{\mathbf q}\mathbf n\right)=0
\quad\Rightarrow\quad
\gamma_{\mathbf q}=-\frac dk\,\chi_{\mathbf q}\,(\hat{\mathbf q}\cdot\mathbf n).
$$

The effective permittivity is defined by $\langle\kappa\mathbf E\rangle=k^*\mathbf n$. Taking the component along $\mathbf n$, and using $\langle\mathbf e\rangle=0$,

$$
k^*=k+fd+d\langle\chi\,\mathbf e\cdot\mathbf n\rangle
=k+fd-\frac{d^2}{k}\sum_{\mathbf q\ne0}|\chi_{\mathbf q}|^2(\hat{\mathbf q}\cdot\mathbf n)^2+O(d^3).
$$

The sum is the component along $\mathbf n$ of the tensor

$$
T_{ij}=\sum_{\mathbf q\neq0}|\chi_{\mathbf q}|^2\hat q_i\hat q_j .
$$

Its trace does not depend on the geometry. Parseval's theorem and $\chi^2=\chi$ give

$$
\sum_i T_{ii}=\langle\chi^2\rangle-\langle\chi\rangle^2=f-f^2=f(1-f).
$$

In an isotropic medium $T$ is a multiple of the unit tensor. Cubic symmetry is enough: reflections remove the off-diagonal elements and exchange of axes makes the diagonal ones equal. Each direction therefore receives one third of the trace, and

$$
k^*=k+fd-\frac{f(1-f)}{3k}d^2+O(d^3). \tag{1}
$$

All such media agree through second order. If the ends of the range are attained by real geometries, the width starts no earlier than $d^3$, so its leading term can be written $c(f)d^3/k^2$.

Interchange of the phases adds a condition. Suppose that one function gives both ends, the first with phase 1 as the surrounding phase and the second with phase 2. Renaming the phases replaces $(k,d,f)$ by $(k+d,-d,1-f)$ and changes the sign of "second minus first". At leading order the replacement of $k$ by $k+d$ in $1/k^2$ has no effect, so $c(1-f)(-d)^3=-c(f)d^3$, or $c(f)=c(1-f)$. The product $f(1-f)$ is the simplest candidate. Symmetry does not supply the function itself or its numerical factor, so a geometry has to be solved.

### The simple case: one coated sphere

Take a core of radius $a$ and permittivity $k_c$, covered by a shell of outer radius $b$ and permittivity $k_s$. The core occupies the fraction $c=a^3/b^3$ of the sphere. Put it in a medium of permittivity $k_m$ under a unit field along $z$, and ask which $k_m$ leaves the outside field uniform.

With $\theta$ measured from $z$, the potentials are

$$
\phi=-\cos\theta\times
\begin{cases}
A r, & r<a,\\
B r+C/r^2, & a<r<b,\\
r, & r>b.
\end{cases}
$$

Each satisfies Laplace's equation, and the outside contains no dipole term, as required. Continuity of $\phi$ and of the normal displacement gives

$$
\begin{aligned}
A&=B+C/a^3, & k_cA&=k_s(B-2C/a^3),\\
B+C/b^3&=1, & k_s(B-2C/b^3)&=k_m .
\end{aligned}
$$

The factor $-2$ comes from differentiating $r^{-2}$. Eliminating $A$ from the first line,

$$
k_c\left(B+\frac C{a^3}\right)=k_s\left(B-\frac{2C}{a^3}\right)
\quad\Rightarrow\quad
\frac C{a^3}=-\beta B,\qquad \beta=\frac{k_c-k_s}{k_c+2k_s}.
$$

Since $C/b^3=c\,C/a^3=-c\beta B$, the second line gives $B(1-c\beta)=1$ and

$$
k_m=k_s\frac{1+2c\beta}{1-c\beta}=k_s+\frac{3c\beta k_s}{1-c\beta}.
$$

Let $\Delta=k_c-k_s$. Then $k_c+2k_s=3k_s+\Delta$, and multiplying numerator and denominator by this quantity yields

$$
k_m=k_s+\frac{3ck_s\Delta}{3k_s+(1-c)\Delta}. \tag{2}
$$

To expose the volume average, write $3k_s=[3k_s+(1-c)\Delta]-(1-c)\Delta$ in the numerator:

$$
k_m=k_s+c\Delta-\frac{c(1-c)\Delta^2}{3k_s+(1-c)\Delta}. \tag{3}
$$

The first two terms are the average permittivity. The last is the reduction caused by field fluctuations.

There are two ways to assign the phases. With phase 1 as shell, $k_s=k$, $\Delta=d$ and $c=f$. With phase 2 as shell, $k_s=k+d$, $\Delta=-d$ and $c=1-f$. For $d>0$ I name the results $k_L$ and $k_U$:

$$
k_L=k+fd-\frac{f(1-f)d^2}{X_L},\qquad X_L=3k+(1-f)d, \tag{4}
$$

$$
k_U=k+fd-\frac{f(1-f)d^2}{X_U},\qquad X_U=3(k+d)-fd=3k+(3-f)d. \tag{5}
$$

In (5) the average is $(k+d)-(1-f)d=k+fd$, the same as in (4).

The dilute limit $f\to0$ tests both. Equation (4) gives $k_L\simeq k+3fkd/(3k+d)$, the response of isolated spheres of phase 2. Equation (5) gives

$$
k_U\simeq k+fd-\frac{fd^2}{3(k+d)}
=k+\frac{fd}{3}\left(2+\frac{k}{k+d}\right).
$$

This is the response of thin sheets in all orientations. A field along a sheet is unchanged inside it, which gives the weight 1 for two directions. A field normal to it is reduced by $k/(k+d)$ because the normal displacement is continuous. The thin shells of phase 2 act as such sheets.

### From one sphere to a material

A coated sphere can replace a ball of the medium $k_m$ without disturbing the outside. Its mean field is unchanged, because the average of $\nabla\phi$ over a ball is fixed by $\phi$ on the surface. Its mean displacement is also unchanged: $\int D_i\,dV=\oint x_i\,\mathbf D\cdot d\mathbf S$ when $\nabla\cdot\mathbf D=0$, and the surface flux is the same as before. Many non-overlapping balls of different sizes can therefore be replaced, and the permittivity remains $k_m$.

The balls can fill the cell as closely as desired. Divide the unfilled region into small cubes and inscribe a ball in each. Apart from cubes cut by the boundary, whose volume can be made small, a fixed fraction of the region is filled. Repetition reduces the unfilled fraction $\eta$ toward zero, and symmetric cubic grids preserve cubic symmetry.

The remainder still consists of the fictitious medium $k_m$. To replace it by phase 1, I need two energy principles. First, for any curl-free periodic field $\mathbf F$ with mean $\mathbf n$,

$$
k^*\le\langle\kappa F^2\rangle . \tag{6}
$$

To prove it, set $\mathbf F=\mathbf E-\nabla\psi$ with periodic $\psi$. Then

$$
\langle\kappa F^2\rangle=\langle\kappa E^2\rangle-2\langle\nabla\psi\cdot\kappa\mathbf E\rangle+\langle\kappa|\nabla\psi|^2\rangle .
$$

The middle term vanishes on integration by parts because $\nabla\cdot(\kappa\mathbf E)=0$. For the same reason $\langle\kappa E^2\rangle=\mathbf n\cdot\langle\kappa\mathbf E\rangle=k^*$. The last term is non-negative.

Second, for any divergence-free periodic $\mathbf J$ with mean $\mathbf n$,

$$
1/k^*\le\langle J^2/\kappa\rangle . \tag{7}
$$

Here write $\mathbf J=\kappa\mathbf E/k^*+\mathbf j$, where $\langle\mathbf j\rangle=0$ and $\nabla\cdot\mathbf j=0$. The cross term is $2\langle\mathbf j\cdot\mathbf E\rangle/k^*=0$, the first square gives $\langle\kappa E^2\rangle/k^{*2}=1/k^*$, and the last is non-negative.

In the unfilled region the constructed field is $\mathbf n$, and the displacement divided by $k_m$ is also $\mathbf n$. Using them as trials after the replacement gives

$$
\left[\frac1{k_m}+\eta\left(\frac1k-\frac1{k_m}\right)\right]^{-1}
\le k^*\le k_m+\eta(k-k_m).
$$

Both sides tend to $k_m$ as $\eta\to0$. Thus $k_L$ and $k_U$ are approached as closely as desired by genuine two-phase media.

### The gap and its limits

Subtract (4) from (5). The averages cancel:

$$
k_U-k_L=f(1-f)d^2\left(\frac1{X_L}-\frac1{X_U}\right)
=f(1-f)d^2\,\frac{X_U-X_L}{X_LX_U}.
$$

Since $X_U-X_L=(3-f)d-(1-f)d=2d$,

$$
\boxed{k_U-k_L=\frac{2f(1-f)d^3}{[3k+(1-f)d][3k+(3-f)d]}} \tag{8}
$$

and for $|d|\ll k$

$$
k_U-k_L=\frac{2f(1-f)}{9k^2}d^3+O(d^4). \tag{9}
$$

Two powers of $d$ come from the fluctuation term. The third comes from the difference between the two surroundings in which the fluctuations are screened. The coefficient has the symmetry found at the start.

Both denominators are positive for positive permittivities. When $d<0$, expression (5) is therefore the smaller one, and the gap is the absolute value of (8).

Strong contrast is a sharper limit. For fixed $0<f<1$ and $d\to\infty$, (8) grows as $2fd/(3-f)$. The lower value saturates at $k+3fk/(1-f)$ because its high-permittivity cores are isolated, while the shells of the upper structure carry displacement around each core. The range is then no longer narrow.

The error of (9) follows from division by (8). With $x=d/k$,

$$
\frac{\text{leading term}}{\text{exact gap}}
=\left[1+\frac{(1-f)x}{3}\right]\left[1+\frac{(3-f)x}{3}\right]
=1+\frac{4-2f}{3}x+\frac{(1-f)(3-f)}9x^2. \tag{10}
$$

At $f=0.70$, numerical solutions of the coated-sphere boundary conditions give ratios of 1.026, 1.087, 1.267 and 1.943 at $x=0.03$, 0.10, 0.30 and 1.00. The leading term is 10 % too large, relative to the exact gap, at $x=0.114$. The cubic law is thus a weak-contrast law, while (8) holds at any positive contrast.

## 2. No isotropic mixture lies outside: proof and an interlayer film

Phase 1 has relative permittivity $k$; phase 2 has $k+d$ and volume fraction $f$. The indicator $\chi$ is 1 in phase 2, $\kappa=k+d\chi$, and the mean field is the unit vector $\mathbf n$. For $d>0$, coated spheres attain

$$
k_{L,U}=k+fd-\frac{f(1-f)d^2}{X_{L,U}},\quad
X_L=3k+(1-f)d,\quad X_U=3k+(3-f)d,
$$

whose difference is (8). Three earlier results are needed: the energy principle (6), its companion (7), and the isotropic sum rule $\sum_{\mathbf q\ne0}|\chi_{\mathbf q}|^2(\hat{\mathbf q}\cdot\mathbf n)^2=f(1-f)/3$.

### Generalizing from spheres to any geometry

The coated spheres show that the range is at least as wide as (8). It remains to show that other isotropic geometries cannot widen it.

Compare the medium with a uniform one of permittivity $k_0$, and let $\mathbf p(\mathbf r)$ be any trial polarization, measured in the same units as permittivity times the unit field. Where $\kappa>k_0$,

$$
(\kappa-k_0)\left|\mathbf F-\frac{\mathbf p}{\kappa-k_0}\right|^2\ge0 .
$$

Expanding the square and moving two terms to the right gives

$$
(\kappa-k_0)F^2\ge2\mathbf p\cdot\mathbf F-\frac{p^2}{\kappa-k_0}. \tag{11}
$$

Where $\kappa=k_0$, I choose $\mathbf p=0$ and omit the last term; both sides are then zero. If $\kappa\le k_0$ everywhere, the square has a non-positive coefficient and the inequality in (11) reverses.

Average (11) and add $k_0\langle F^2\rangle$. With $\mathbf F=\mathbf n+\mathbf g$ and $\langle\mathbf g\rangle=0$, the right-hand side is

$$
R=k_0+2\langle\mathbf p\rangle\cdot\mathbf n-\left\langle\frac{p^2}{\kappa-k_0}\right\rangle
+k_0\langle g^2\rangle+2\langle\mathbf p\cdot\mathbf g\rangle .
$$

Only the last two terms depend on $\mathbf g$. A curl-free $\mathbf g$ has components $\mathbf g_{\mathbf q}=\hat{\mathbf q}\gamma_{\mathbf q}$, so Parseval's theorem gives

$$
\begin{aligned}
k_0\langle g^2\rangle+2\langle\mathbf p\cdot\mathbf g\rangle
&=\sum_{\mathbf q\ne0}\left[k_0|\gamma_{\mathbf q}|^2
+2\,\mathrm{Re}\left(\gamma_{\mathbf q}^*\,\hat{\mathbf q}\cdot\mathbf p_{\mathbf q}\right)\right]\\
&=\sum_{\mathbf q\ne0}\left[k_0\left|\gamma_{\mathbf q}+\frac{\hat{\mathbf q}\cdot\mathbf p_{\mathbf q}}{k_0}\right|^2
-\frac{|\hat{\mathbf q}\cdot\mathbf p_{\mathbf q}|^2}{k_0}\right].
\end{aligned}
$$

The minimum is reached when the first square vanishes. It is

$$
R_{\min}=k_0+2\langle\mathbf p\rangle\cdot\mathbf n
-\left\langle\frac{p^2}{\kappa-k_0}\right\rangle
-\frac1{k_0}\sum_{\mathbf q\ne0}|\hat{\mathbf q}\cdot\mathbf p_{\mathbf q}|^2. \tag{12}
$$

If $\kappa\ge k_0$, then $\langle\kappa F^2\rangle\ge R\ge R_{\min}$ for every trial field. The actual field is one of them, so $k^*\ge R_{\min}$. If $\kappa\le k_0$, then $\langle\kappa F^2\rangle\le R$. Choosing the field that minimizes $R$ and using (6) gives $k^*\le R_{\min}$. The same functional thus serves both sides.

Coated spheres attain both $k_L$ and $k_U$, whose difference is (8), and the functional (12) bounds $k^*$ from below or above according to the reference permittivity. It remains to choose trial polarizations that show no isotropic mixture lies outside these two values, and to apply the result to an interlayer film.

Numbers in the example were calculated in double precision.
